# Valley isospin and the conductance of a graphene p-n junction, part 2

A graphene sheet occupies $0<x<W$ in a magnetic field $B$. A potential $U(y)$, with slope $U'$, rises from $-U_0$ on the n side ($y<0$) to $+U_0$ on the p side ($y>0$); the Fermi energy is zero. We seek the two-terminal conductance $G$. The magnetic length is $l=\sqrt{\hbar/eB}$, the electron charge $-e$, and $v$ the Dirac velocity.

The lattice has nearest-neighbour hopping $-t$, bond length $d$ and lattice constant $a_0=\sqrt3\,d$, with one bond of each atom along $y$, and $\hbar v=\tfrac32td$. The sublattice amplitudes are

$$\psi_A=e^{iKx}A_++e^{-iKx}A_-,\qquad \psi_B=e^{iKx}B_++e^{-iKx}B_-,$$

with slowly varying envelopes. With $\theta=Ka_0/2$, the term without derivatives in the equation for $A_+$ is $-t(1+2\cos\theta)B_+$; it vanishes at $\theta=2\pi/3$. For $\Psi_+=(A_+,B_+)$ and $\Psi_-=(-B_-,A_-)$ the Hamiltonian is the unit matrix in valley space.

Each edge imposes $\Psi=(\boldsymbol\nu\cdot\boldsymbol\tau)\,\sigma_y\Psi$, with its own unit vector $\boldsymbol\nu$; $\boldsymbol\tau$ acts on the valley index and $\sigma_y$ on the sublattice spinor. The valley isospin is the Bloch vector of the valley state. For the n-side electron channel at $x=0$ and $x=W$ it is

$$\mathbf u_1=\boldsymbol\nu_1,\qquad \mathbf u_2=-\boldsymbol\nu_2 . \tag{6}$$

With $\Phi$ the angle between $\mathbf u_1$ and $\mathbf u_2$, an electron from the n side is transmitted with probability

$$T=\tfrac12(1-\mathbf u_1\cdot\mathbf u_2)=\tfrac12(1-\cos\Phi), \tag{7}$$

and with both spins

$$G=\frac{2e^2}{h}\,T=\frac{e^2}{h}(1-\cos\Phi).$$

This was proved for non-interacting electrons with conserved, degenerate spin, for $W\gg l$, and to leading order in lattice spacing over $l$, at fixed $U_0$ in units of $\hbar v/l$ and fixed ramp length in units of $l$. It needs one edge channel per spin; the smallest energy found outside the zeroth branch is $1.313\,\hbar v/l$. The junction mode runs from $x=0$ to $x=W$ at the drift velocity $U'/eB$.

### Armchair ribbons

An armchair ribbon has $N$ lines of atoms at $x_j=ja_0/2$. The missing lines $0$ and $N+1$ act as lines on which the wave function vanishes, so $W=(N+1)a_0/2$. At $x=0$ this means $A_-=-A_+$ and $B_-=-B_+$. Therefore

$$\Psi_-=(-B_-,A_-)=(B_+,-A_+)=i\sigma_y\Psi_+ .$$

For a vector $\boldsymbol\nu=(\cos\varphi,\sin\varphi,0)$ the condition $\Psi=(\boldsymbol\nu\cdot\boldsymbol\tau)\sigma_y\Psi$ gives $\Psi_-=e^{i\varphi}\sigma_y\Psi_+$. So $\varphi_1=\pi/2$. At $x=W$ the wave vanishes if $A_-=-e^{2iKW}A_+$, and likewise for $B$. This adds $2KW=2(N+1)\theta$ to the azimuth. Since $\mathbf u_2=-\boldsymbol\nu_2$, a further $\pi$ enters:

$$\Phi=\pi+2(N+1)\theta ,\qquad \theta=\frac{2\pi}{3}. \tag{8}$$

If $N+1$ is a multiple of three, $\Phi=\pi$ up to full turns and $G=2e^2/h$. Otherwise $\Phi=\pm\pi/3$ and $G=\tfrac12e^2/h$.

Two changes of the hopping turn $\Phi$ without mixing the valleys in the interior.

*Uniform change.* Let the bonds along the ribbon have hopping $t(1+\delta)$. The term without derivatives now vanishes for $\cos\theta=-(1+\delta)/2$. The velocities along $x$ and $y$ become different, but equally in both valleys. Rescaling the two coordinates restores the isotropic equation, and the boundary condition keeps its form. Equation (8) holds with the new $\theta$. For small $\delta$, $d\theta/d\delta=1/(2\sin\theta)=1/\sqrt3$, so $\Phi$ turns by $2(N+1)\delta/\sqrt3$. The turn grows with the width.

*Edge bonds.* Let only the bonds along $y$ on lines $1$ and $N$ be changed, to $t(1+\delta_e)$. On the scale of the lattice the energy and the variation along $y$ are negligible, and line 1 obeys $(1+\delta_e)\psi_1+\psi_2=0$. This is the interior relation $\psi_0+\psi_1+\psi_2=0$ with the fictitious value $\psi_0=\delta_e\psi_1$. The solution $\psi_j\propto\sin(j\theta+\chi)$ requires $\sin\chi=\delta_e\sin(\theta+\chi)$, or

$$\tan\chi=\frac{\delta_e\sin\theta}{1-\delta_e\cos\theta}.$$

At the first edge the ratio $A_-/A_+$ gains the factor $e^{-2i\chi}$. At the second edge the same argument, counted from line $N+1$, gives $e^{+2i\chi}$. The difference of the azimuths grows by $4\chi$, which does not depend on the width.

### Comparison with the lattice

The transmission can be computed from the hopping model itself with Green functions, which make no use of isospin. In the runs below the ribbon is $7l$ wide, the potential rises from $-U_0$ to $+U_0$ as $U_0\sin(\pi y/L)$ over a ramp of length $L=8l$, and $U_0=0.564\,\hbar v/l$. The ratio $d/l$ is then $0.095$ for $N=84$ and $0.064$ for $N=126$. A uniform n-type ribbon transmits one channel per spin, $T=1.00000$.

At these strong fields, 295 T for $N=84$, corrections of first order in $d/l$ are visible. Each case was therefore computed for $N$ and $N+42$ lines at equal $\Phi$, and extrapolated linearly to $d/l=0$. For $N=84$ this gives

$$T=0.208+(0.208-0.188)\,\frac{0.064}{0.095-0.064}\approx0.249 .$$

In the table $\delta$ is the value for the smaller ribbon.

| Case | $\Phi$ | $T$, $N$ | $T$, $N+42$ | Limit | Eq. (7) |
|---|---|---|---|---|---|
| $N=83$ | 180° | 0.979 | 0.991 | 1.014 | 1.000 |
| $N=84$ | 60° | 0.188 | 0.208 | 0.249 | 0.250 |
| $N=85$ | −60° | 0.309 | 0.291 | 0.253 | 0.250 |
| $N=83$, $\delta=-0.01$ | 124.5° | 0.708 | 0.736 | 0.792 | 0.783 |
| $N=83$, $\delta=-0.02$ | 69.2° | 0.250 | 0.275 | 0.324 | 0.323 |
| $N=83$, $\delta=-0.03$ | 14.1° | 0.002 | 0.005 | 0.011 | 0.015 |
| $N=84$, $\delta_e=0.1$ | 78.9° | 0.332 | 0.356 | 0.402 | 0.403 |

The limits agree with (7) to within $0.014$. The value $1.014$ exceeds one, which no transmission can do; it shows the size of the second-order remainder left by a linear extrapolation. In every case the larger lattice lies closer to the formula than the smaller one.

Lengthening the junction to $10.46l$ at the $l$ of $N=84$ gives $T=0.186$, against $0.188$ for $7l$. The first-order correction hardly changes with the length of the line. This suggests that it arises where the line meets the edges, but that is a conjecture. The correction does depend on the ramp: for $N=84$, a ramp of $16l$ instead of $8l$ lowers $T$ from $0.188$ to $0.142$, and ramps of $32l$ and $48l$ lower it to $0.091$ and $0.063$. A smaller step, $U_0=0.30\,\hbar v/l$ on the ramp of $8l$, gives $0.140$. The correction thus grows as the slope $U'$ decreases, and on a given lattice (7) fails for a ramp that is too long or too shallow.

### Disorder and the meaning of valley symmetry

A smooth potential moves the junction line but acts equally on both valleys, so the proof still applies as long as the potential is weak enough to bring no further channels to the Fermi energy. Two smooth random potentials in the $N=84$ ribbon, varying on the scale of $l$ and of root-mean-square strength 33 meV before a smooth envelope confined them to the ramp, gave $T=0.181$ and $0.196$, close to the clean value $0.188$.

Four samples with independent random energies on each atom, of full width 1.5 eV before the same envelope was applied, gave $0.21$, $0.71$, $0.86$ and $0.15$. Here the result fails. Scattering between the valleys is not even necessary for this. In the zeroth level the second component of the spinor is occupied, which is the B sublattice for $\Psi_+$ and the A sublattice for $\Psi_-$. A potential that differs between the sublattices gives the two valley components different energies. They acquire different phases along the line, and the isospin turns about the $z$ axis. The absence of intervalley scattering is thus too weak a condition; the theorem needs a Hamiltonian that is the unit matrix in valley space. The four samples do not separate this turning from true intervalley scattering.

### A ribbon 100 nm wide at 10 T

Take $t=2.7$ eV and $d=0.142$ nm, rough values for graphene. Then

$$\hbar v=\tfrac32\times2.7\times0.142=0.575\ \text{eV nm},\qquad l=8.11\ \text{nm},\qquad \frac{\hbar v}{l}=70.9\ \text{meV}.$$

A potential of $\pm40$ meV is $\pm0.564\,\hbar v/l$, inside the one-channel range, whose edge found above corresponds to 93 meV. With $e^2/h=38.74$ µS, three successive widths give:

- $N=812$, width 99.98 nm: $N+1=813=3\times271$, so $\Phi=180°$ and $G=2e^2/h=77.5$ µS.
- $N=813$, width 100.10 nm: $\Phi=60°$ and $G=0.5\,e^2/h=19.4$ µS.
- $N=814$, width 100.23 nm: $\Phi=-60°$ and again $G=0.5\,e^2/h$.

Their mean is $(2+0.5+0.5)/3=1$ in units of $e^2/h$.

If the edge bonds have a hopping larger by 10 %, a rough figure, then $\tan\chi=0.0866/1.05=0.0825$ and $4\chi=18.9°$. The three conductances become $1.95$, $0.81$ and $0.25\,e^2/h$. The maximum hardly moves because the cosine is stationary there, while the two equal values split. A change of $0.33\,\%$ in the hopping of all bonds along the ribbon, with the other bonds unchanged, turns $\Phi$ by $180°$ at $N=812$ and takes $G$ from its maximum to zero. The linear estimate agrees: $\sqrt3\pi/(2\times813)=0.0033$.

The neglected effects for these numbers are as follows.

- **Lattice spacing.** At 10 T, $d/l=0.0175$. Scaling the first-order correction of the $N=84$ case changes $G$ by about $-0.02\,e^2/h$ for a ramp of $8l$, and by about $-0.03\,e^2/h$ for the ramp of $9.9l$ assumed here, some 5 to 6 % of $0.5\,e^2/h$. These values are for $N=813$; for $N=814$ the change is of similar size and positive.
- **Temperature.** At 4 K, $k_BT=0.34$ meV, against 40 meV from the Fermi level to the zeroth Landau level and 53 meV to the upper edge of the one-channel range.
- **Second-neighbour hopping.** Near zero energy it acts, apart from a constant shift, as a potential on the edge atoms, equal in size to this hopping. For a rough value of $0.1t$ it changes $G$ at $\Phi=60°$ by about $-0.015\,e^2/h$ and at $\Phi=-60°$ by about the same amount upwards, and this change does not vanish with $d/l$.
- **Zeeman energy.** The splitting is 1.2 meV. It shifts the junction line slightly for each spin, and (7) does not depend on its position.
- **Junction field.** For a sine-shaped ramp 80 nm long, as in the lattice runs, the peak field is 0.016 MV/cm, and $U'/(evB)=0.18$.
- **Overlap of the edges.** The factor $e^{-W^2/4l^2}$ is about $3\times10^{-17}$.
- **Coulomb interaction.** With a rough relative permittivity of 4, the energy at distance $l$ is 44 meV, about as large as $U_0=40$ meV.

The field, the temperature, the step and the ramp are rough values for a gated graphene device, but three assumptions are demanding. The first is the edge. The theorem needs an ordered boundary near both ends of the junction line, and in an ideal armchair ribbon one extra line of atoms moves $G$ from $2$ to $0.5\,e^2/h$. Where the edge is not controlled on the atomic scale, the model cannot predict the value for a single device, which may lie anywhere between $0$ and $2e^2/h$. The second is the absence of unknown strain. If the hopping changes by roughly 3 % for each percent of bond stretching, the hopping change of $0.33\,\%$ that takes $G$ from its maximum to zero corresponds to a uniaxial strain along the ribbon of only about $0.13$ to $0.15\,\%$, once the smaller stretching of the slanted bonds is counted. The width alone fixes $G$ only if such strain is well below this value. The third is the neglect of interactions. The Coulomb energy is large enough to split the zeroth Landau level by spin or valley. A valley splitting $\Delta$ does harm even when disorder broadening hides it. While an electron crosses the junction at the drift velocity $U'/eB$, the splitting can turn its isospin by an angle of about $\Delta\,eBW/(\hbar U')$. With the peak drift velocity $0.18v$ and $W=100$ nm, this rough estimate gives one radian for $\Delta\approx1$ meV. Equation (7) can therefore be relied on only if the valley splitting is well below 1 meV, which is far less than the Coulomb energy.

## Values computed for the example and the checks

```
magnetic field 10.0 T, temperature 4.0 K
hopping 2.70 eV, bond length 0.142 nm
hbar*v = 0.5751 eV nm, v = 8.737e+05 m/s
magnetic length l = 8.113 nm
energy unit hbar*v/l = 70.89 meV
first Landau level = 100.2 meV
potential step +-40.0 meV = +-0.564 hbar*v/l
one-channel window = 1.313 hbar*v/l = 93.1 meV
zeroth edge level at k=0: 0.8312 hbar*v/l
edge level, grid minus cylinder formula: 1.0e-05 hbar*v/l
wall identity at k=-0.5/l: 0.3263 and 0.3271 hbar*v/l^2
lattice test, N=84: l = 1.493 nm, B = 295 T, step 0.217 eV
bond length / l: 0.0951 (N=84), 0.0636 (N=126)
uniform n ribbon: T = 1.00000
T per spin at N, at N+42, extrapolated to zero bond length, formula:
 three-fold width: N=83, strain +0.000, edge +0.00, Phi 180.0 deg: 0.9789, 0.9905, 1.0137, 1.0000
 one line more: N=84, strain +0.000, edge +0.00, Phi 60.0 deg: 0.1878, 0.2079, 0.2486, 0.2500
 two lines more: N=85, strain +0.000, edge +0.00, Phi 60.0 deg: 0.3088, 0.2906, 0.2532, 0.2500
 strained: N=83, strain -0.010, edge +0.00, Phi 124.5 deg: 0.7080, 0.7360, 0.7921, 0.7833
 strained: N=83, strain -0.020, edge +0.00, Phi 69.2 deg: 0.2500, 0.2747, 0.3240, 0.3226
 strained: N=83, strain -0.030, edge +0.00, Phi 14.1 deg: 0.0020, 0.0052, 0.0114, 0.0151
 edge bonds changed: N=84, strain +0.000, edge +0.10, Phi 78.9 deg: 0.3323, 0.3555, 0.4022, 0.4034
longer junction, N=126, width 10.46 l, l = 1.493 nm: T = 0.1858
smooth disorder (N=84), rms 32.6 meV: T = 0.1813, 0.1955
atomic disorder (N=84), full width 1.5 eV: T = 0.2090, 0.7086, 0.8622, 0.1520
e^2/h = 38.740 uS
ribbon N=812, width 99.98 nm: G = 2.000 e^2/h = 77.48 uS; edge bonds changed: 1.946 e^2/h
ribbon N=813, width 100.10 nm: G = 0.500 e^2/h = 19.37 uS; edge bonds changed: 0.807 e^2/h
ribbon N=814, width 100.23 nm: G = 0.500 e^2/h = 19.37 uS; edge bonds changed: 0.247 e^2/h
turn of Phi by 10 % edge-bond change: 18.9 deg
hopping change turning Phi by 180 deg at N=812: 0.334 %
bond length / l at 10 T = 0.0175; ribbon width = 12.32 l
lattice correction to G at 10 T, Phi 60 deg, linear estimate: -0.0224 e^2/h (width 7 l), -0.0236 e^2/h (width 10.46 l)
thermal energy kT = 0.345 meV
distance from step energy to window edge = 53.1 meV
Zeeman splitting (g=2) = 1.16 meV
Coulomb energy at l, permittivity 4.0: 44.4 meV
ramp length 80 nm, peak field 0.0157 MV/cm
peak electric field / (v B) = 0.180
overlap of opposite edges exp(-W^2/4l^2) = 3.2e-17
```
